# Why irreversible one-dimensional nucleation follows a one-quarter law, not one-fifth

Atoms arrive on a line at a rate $F$ per unit length and time, diffuse with coefficient $D$, and are lost at the two ends of a gap of length $L$, where islands already sit. A new island needs two free atoms at once. When free atoms are rare, its rate per gap, $\omega$, is therefore proportional to $F^2$. Now $F^2$ has dimension $1/(\text{length}^2\,\text{time}^2)$ and $D$ has dimension $\text{length}^2/\text{time}$. If no other length matters, a rate can be formed in one way:

$$\omega(L)=c\,\frac{F^2L^4}{D},$$

with $c$ a pure number. With $N$ islands per unit length, $L\sim 1/N$, so $dN/dt\sim N\omega\sim F^2/(DN^3)$. Hence $N^4\sim F^2t/D$, which is a one-quarter power of $F/D$ at fixed deposited amount $Ft$.

The other length that might matter is the lattice spacing, the range at which two atoms bind. On a line it should drop out, because two walkers cannot exchange their order without meeting. The belief examined here brings it back unnoticed.

## The belief and its appeal

From here on lengths are counted in lattice sites. $F$ is the deposition rate per site, and $D$ is the hop rate to each neighbour, so an atom hops at the total rate $2D$ and its diffusion coefficient is $D$ in sites²/s. The deposited amount per site is $\theta=Ft$. Two adatoms that reach the same site form a stable, immobile point island, which occupies one site however many atoms it holds. An adatom that reaches an island is captured.

The steady density $n(x)$ of adatoms in a gap obeys $Dn''+F=0$ with $n(0)=n(L)=0$, so

$$n(x)=\frac{F}{2D}\,x(L-x).$$

Since $\int_0^L x(L-x)\,dx=L^3/6$, the gap holds $FL^3/(12D)$ adatoms on average, and the mean density is $\bar n=FL^2/(12D)$. Dividing the number held by the arrival rate $FL$ gives the mean lifetime $L^2/(12D)$.

The belief is that islands form at the rate $2D\bar n^2$ per site. The reasoning is that of a bimolecular reaction: there are $\bar n$ adatoms per site, each hops at rate $2D$, and each hop finds an occupied site with probability $\bar n$. With $L=1/N$,

$$\frac{dN}{dt}=2D\left(\frac{F}{12DN^2}\right)^2=\frac{F^2}{72\,D\,N^4}.$$

Multiplying by $N^4$ and integrating from $N=0$ gives $N^5/5=F^2t/(72D)$, or

$$N=\left(\frac{5}{72}\,\frac{\theta F}{D}\right)^{1/5}.$$

The argument tempts because it already contains some one-dimensional physics, namely the capture time proportional to $L^2$. Its arithmetic is also sound, and for walkers that ignore each other the rate $2Dn^2$ at local density $n$ counts the encounters correctly.

One might blame the averaging, since the density is not uniform. Squaring locally instead gives, with $\int_0^L x^2(L-x)^2dx=L^5/30$,

$$\int_0^L 2Dn^2\,dx=\frac{F^2}{2D}\,\frac{L^5}{30}=\frac{F^2L^5}{60D},$$

against $2D\bar n^2L=F^2L^5/(72D)$. The two differ by the factor $6/5$ and share the power $L^5$. That power is the fault: by the opening argument, the fifth factor of length must be divided by a lattice spacing.

## Hops are not new sites

An adatom hops at rate $2D$ for a mean time $L^2/(12D)$, which makes about $L^2/6$ hops. On the lattice, averaged over the $L-1$ starting sites, the number is $L(L+1)/6$. Most of these hops return to sites already searched.

To count the distinct sites, take a walker starting at $x$ and ask whether it reaches $y$ before it is captured. For an unbiased walk this probability is linear in the starting point, zero at the absorbing end and one at $y$. It is $x/y$ for $x<y$ and $(L-x)/(L-y)$ for $x>y$. Averaged over a uniform start it is

$$\frac1L\left[\int_0^y\frac{x}{y}\,dx+\int_y^L\frac{L-x}{L-y}\,dx\right]=\frac1L\left[\frac y2+\frac{L-y}2\right]=\frac12,$$

whatever $y$ is. Summed over all $y$, the walker visits $L/2$ distinct sites. For a gap of 60 sites the numerical output gives 610 hops but 30 distinct sites.

This already yields the correct power. Suppose the adatoms present stay frozen while a newcomer searches. Newcomers arrive at rate $FL$, the gap holds $FL^3/(12D)$ targets, and each target is found with probability $1/2$. Then

$$\omega_{\rm frozen}=FL\cdot\frac{FL^3}{12D}\cdot\frac12=\frac{F^2L^4}{24D}.$$

## Both atoms moving

In reality the target moves too, and may be captured before it is found. Let $g(x,y)$ be the density of adatom pairs at $x$ and $y$. Pairs diffuse in the plane of $x$ and $y$, and they are created when an atom lands while another is present:

$$D\left(\partial_x^2+\partial_y^2\right)g+F\,[n(x)+n(y)]=0 .$$

Third atoms are neglected, which requires $FL^3/D\ll1$. The density $g$ vanishes when either atom is at an end of the gap. It also vanishes on $x=y$, because a pair that meets is no longer a pair of adatoms.

The product $n(x)n(y)$ satisfies the same equation, since $Dn''=-F$ gives $D[n''(x)n(y)+n(x)n''(y)]=-F[n(y)+n(x)]$. It also vanishes at the ends, but not on $x=y$. Using the squared density amounts to dropping that last condition. The error is a missing correlation: adatoms close to each other are rarer than independence suggests, because many such pairs have already reacted.

To find $c$, measure lengths in units of $L$ and order the atoms so that $x<y$. The pair then moves in a triangle $T$ with legs $x=0$ and $y=1$ and hypotenuse $x=y$. Let $u(x,y)$ be the probability that the pair meets before either atom is captured. It obeys $\nabla^2u=0$, with $u=0$ on the legs and $u=1$ on the hypotenuse. The nucleation rate is the rate of pair creation weighted by $u$. Since $n=(FL^2/2D)\,x(1-x)$ in these units and the area element supplies another $L^2$,

$$\omega=\frac{F^2L^4}{D}\,c,\qquad c=\frac12\int_T q\,u\,dx\,dy,\qquad q=x(1-x)+y(1-y).$$

The function $w=\tfrac12x(1-x)\,y(1-y)$ has $\nabla^2w=-q$. Green's identity, with $\nabla^2u=0$ and outward normal derivative $\partial_n$, gives

$$\int_Tq\,u\,dx\,dy=-\oint\left(u\,\partial_nw-w\,\partial_nu\right)ds .$$

On the legs $u=w=0$. On the hypotenuse $\partial_nw=0$, because $w$ is symmetric under exchange of $x$ and $y$. What remains is $\int w\,\partial_nu\,ds$ along the hypotenuse. The jumps of $u$ at the two end corners do no harm, since $w$ vanishes there quadratically while the gradient of $u$ grows as the inverse distance.

Put $u=1-v$ and extend $v$ to the whole square by $v(y,x)=-v(x,y)$. Then $v=1$ on the sides $x=0$ and $y=1$, and $v=-1$ on the other two. On the diagonal $v_y=-v_x$. With outward normal $(1,-1)/\sqrt2$ and $ds=\sqrt2\,dx$, one has $\partial_nu\,ds=-(v_x-v_y)\,dx=-2v_x\,dx$. Since $w=\tfrac12p$ there, with $p=x^2(1-x)^2$,

$$c=-\frac12\int_0^1p(x)\,v_x(x,x)\,dx .$$

The harmonic function equal to 1 on the side $x=0$ and 0 on the other sides is, with $\kappa=k\pi$,

$$\phi(x,y)=\sum_{k\ \rm odd}\frac4\kappa\,\sin\kappa y\,\frac{\sinh\kappa(1-x)}{\sinh\kappa},$$

and $v=\phi(x,y)-\phi(1-x,y)+\phi(1-y,x)-\phi(y,x)$. Differentiating with respect to $x$ and then setting $y=x$,

$$v_x=\sum_{k\ \rm odd}\frac{4}{\sinh\kappa}\Big\{-\sin\kappa x\,[\cosh\kappa(1-x)+\cosh\kappa x]+\cos\kappa x\,[\sinh\kappa x-\sinh\kappa(1-x)]\Big\}.$$

Under $x\to1-x$ the weight $p$ is unchanged, and for odd $k$ the sine is unchanged while the cosine changes sign. The terms containing $1-x$ therefore contribute as much as the others:

$$c=4\sum_{k\ \rm odd}\frac1{\sinh\kappa}\int_0^1p\,f\,dx,\qquad f=\sin\kappa x\cosh\kappa x-\cos\kappa x\sinh\kappa x .$$

Successive derivatives are $f'=2\kappa\sin\kappa x\sinh\kappa x$, $f''=2\kappa^2(\cos\kappa x\sinh\kappa x+\sin\kappa x\cosh\kappa x)$, $f'''=4\kappa^3\cos\kappa x\cosh\kappa x$ and $f''''=-4\kappa^4f$. So $\int pf=-\frac{1}{4\kappa^4}\int pf''''$, and four integrations by parts give

$$\int_0^1pf''''dx=\big[pf'''-p'f''+p''f'-p'''f\big]_0^1+\int_0^1p''''f\,dx .$$

At both ends $p=p'=0$ and $f'=0$. Also $p'''=24x-12$, $f(0)=0$ and $f(1)=\sinh\kappa$, so the bracket equals $-12\sinh\kappa$. Finally $p''''=24$ and

$$\int_0^1f\,dx=-\frac{1}{4\kappa^4}\big[f'''\big]_0^1=\frac{1+\cosh\kappa}{\kappa}.$$

Together,

$$\int_0^1pf\,dx=\frac{3\sinh\kappa}{\kappa^4}-\frac{6(1+\cosh\kappa)}{\kappa^5}.$$

With $(1+\cosh\kappa)/\sinh\kappa=\coth(\kappa/2)$ and $\sum_{k\ \rm odd}k^{-4}=\pi^4/96$,

$$c=\frac18-\frac{24}{\pi^5}\sum_{k\ \rm odd}\frac{\coth(k\pi/2)}{k^5}=0.03913 .$$

A direct solution of the two-walker equations on a lattice gap of 96 sites gives 0.03914. Between 48 and 96 sites its rate grows as $L^{3.9997}$.

Pairs are created at the rate $FL\cdot FL^3/(12D)$, so a pair meets with mean probability $12c=0.470$, against $1/2$ for frozen targets. Letting the target move changes the prefactor by 6% and leaves the power alone.

The error of the squared density can now be stated as a number. Walkers that pass through each other have $F^2L^5/(60D)$ encounters per unit time. Dividing by the rate of first encounters gives

$$\frac{F^2L^5/(60D)}{cF^2L^4/D}=\frac{L}{60c}$$

encounters for each pair that meets at all. For $L=96$ this is about 41. One island forms, and the squared density counts 41.

## From one gap to the island density

Let $\langle\cdot\rangle$ denote an average over gaps, with $\langle L\rangle=1/N$. Then

$$\frac{dN}{dt}=N\langle\omega\rangle=\frac{cF^2}{D}\,N\langle L^4\rangle=\frac{c\,m_4F^2}{D\,N^3},\qquad m_4=\frac{\langle L^4\rangle}{\langle L\rangle^4}.$$

If the distribution of $L/\langle L\rangle$ keeps its shape as gaps divide, $m_4$ is constant. Multiplying by $N^3$ and integrating gives $N^4/4=c\,m_4F^2t/D$, or

$$N=\left(A\,c\,\frac{\theta F}{D}\right)^{1/4},\qquad A=4m_4 .$$

The constant $A$ follows from a simulation in which each gap splits at a rate proportional to $L^4$, at positions drawn from the two-walker solution. The gap lengths give $m_4=2.486$, so $4m_4=9.94$. The growth in the number of gaps gives $A=10.0$, which supports the assumed constant shape. With the second estimate the product is $Ac=0.392$, with nothing fitted to a deposition simulation. Its third digit is not settled: the first estimate gives 0.389, which lowers $N$ by less than 0.2%.

## Where the quarter law holds

Dimensions also fix the variable that governs the approach to this law. Without the lattice spacing, $F$ and $D$ form one length, $(D/F)^{1/3}$. Hence

$$N\,(D/F)^{1/3}=f(s),\qquad s=\theta\,(D/F)^{1/3},$$

and the quarter law is $f=(Ac\,s)^{1/4}$ at large $s$. The neglect of third atoms required $FL^3/D\ll1$. With $L\sim(D/F)^{1/3}s^{-1/4}$ this quantity falls as $s^{-3/4}$, so the law becomes consistent at large $s$, but slowly. The gaps must also remain much longer than one site.

A single gap shows what goes wrong otherwise. The rate $\omega$ predicts $FL/\omega=D/(cFL^3)$ arrivals before nucleation. In an initially empty gap of 20 sites with $FL^3/D=0.8$ this is 31.9, and simulation gives 36.9, with a sampling error of about 5%. With $FL^3/D=8$ it is 3.2, and simulation gives 6.5. In the second case $FL^3/D$ is not small, and the pair rate is too high. It neglects third atoms, and it assumes a steady supply of adatoms, whereas in an empty gap no island can form before the second arrival. The simulation does not separate these two causes.

Lattice simulations of the whole deposition, which assume none of the formulas above, give these densities per site:

| $D/F$ | $\theta$ | Simulated | 1/4 law | 1/5 law |
|---|---|---|---|---|
| $10^4$ | 0.2 | 0.0417 | 0.0529 | 0.0674 |
| $10^5$ | 0.2 | 0.0256 | 0.0297 | 0.0425 |
| $10^6$ | 0.2 | 0.0149 | 0.0167 | 0.0268 |
| $10^4$ | 1 | 0.0744 | 0.0791 | 0.0930 |
| $10^5$ | 1 | 0.0410 | 0.0445 | 0.0587 |
| $10^6$ | 1 | 0.0238 | 0.0250 | 0.0370 |

At $\theta=1$, allowed here because the islands are points, the simulated densities lie 5 to 8% below the quarter law. The exponent between $D/F=10^4$ and $10^6$ is 0.248. Each entry is a single run, and the smallest count at $\theta=1$ is 190 islands. If these scattered like independent events, the exponent would be uncertain by about 0.02. At $D/F=10^6$ the one-fifth law is too high by 56% of the simulated density.

At $\theta=0.2$ the apparent exponent is 0.224, because the density at $D/F=10^4$ falls 21% short of the quarter law and that at $10^6$ only 11%. The latter density rests on 119 islands, so by the same estimate this exponent is also uncertain by about 0.02. A fit over such a range could be read as support for one-fifth, and with the prefactor left free these three densities cannot tell the two powers apart. What they do contradict is the one-fifth law with its own prefactor, which overestimates them by 62 to 80%. Part of that excess comes from the initial build-up of adatoms, which the formula leaves out.

The overcount can be measured in the same runs by comparing $2Dn^2$, summed over the deposition from $\theta=0.2$ to 1, with the islands formed in that interval. It is 6 at $D/F=10^4$ and 23 at $10^6$. It grows as the gaps widen, as a factor proportional to $L$ must.

## Atoms in surface troughs

An fcc(110) surface has parallel troughs, and on some metals adatoms move more easily along them than across. Take rough values in the regime of copper on palladium(110): a barrier of 0.5 eV along the trough and 0.7 eV across it, an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ per direction, and sites 0.28 nm apart. Let 0.1 ML be deposited at 0.001 ML/s and 240 K, where $k_BT=0.02068$ eV. Then

$$D=10^{13}\,e^{-0.5/0.02068}\ \mathrm{s^{-1}}\approx317\ \mathrm{s^{-1}},\qquad \frac DF=3.17\times10^5 .$$

The two laws give

$$N_{1/4}=\left(\frac{0.392\times0.1}{3.17\times10^5}\right)^{1/4}=0.0188,\qquad N_{1/5}=\left(\frac{5\times0.1}{72\times3.17\times10^5}\right)^{1/5}=0.0294$$

islands per site, or mean spacings of 14.9 nm and 9.5 nm. Simulation at the same $D/F$ and coverage gives 0.0156 per site, a spacing of 18 nm; this is a single run, and such runs scatter by a few per cent. Here $s=6.8$, which is not deep in the limit, so the quarter law is 20% above the simulated density; the one-fifth law is 89% above it. As a test of the scaling argument, a simulation at $D/F=10^4$ with the same $s$ gives $N(D/F)^{1/3}=1.07$, against 1.06 here, which is agreement within the scatter. For this example the simulated value is the one to use.

The exponent matters when a diffusion barrier $E$ is extracted from island densities measured at several temperatures, with flux and coverage held fixed. In the asymptotic regime $N\propto D^{-1/4}\propto e^{E/(4k_BT)}$, so $E$ is four times the slope of $\ln N$ against $1/(k_BT)$. Multiplying by five there would turn 0.5 eV into 0.625 eV. At moderate $s$ the slope is not yet asymptotic, and four is then not the right factor either. In the table at $\theta=0.2$, the exponent between $D/F=10^4$ and $10^5$ is about 0.2; the entries give 0.21, uncertain by up to 0.04 because the density at $10^5$ rests on 128 islands. Over that step $s$ runs from 4.3 to 9.3, a range that includes the present example. The factor needed here is therefore closer to five than to four, although the one-fifth law gives the wrong density. In this regime the slope should be taken from a simulation.

A real surface departs from the model in several ways. The input barriers are uncertain, and an error of 0.05 eV in the barrier along the trough changes the quarter-law density by a factor of 1.8, more than the difference between the two laws. In steady state in the final gaps an adatom lives about 1.8 s and changes trough 0.07 times in that span. About half of the islands form in the first 30 s, when gaps are wider, and the atoms that nucleate are on average about 3.5 s old, which doubles that figure. The troughs are therefore only roughly separate, and a barrier across the trough lower by 0.05 eV would raise the crossing rate elevenfold and end the separation. With a rough bond energy of 0.3 eV, a dimer breaks up about 0.005 times in the 16 s it waits for a third atom, so treating nucleation as irreversible is reasonable. Real islands have length and cover up to 10% of the trough. If every gap is shortened by the factor $1-\theta$, the rate falls by $(1-\theta)^4$, whose average up to 0.1 ML is 0.82, and the quarter law then lowers the density by about 5%. The least secure assumption is that dimers stay put. A dimer is as likely as not to reach a neighbouring island before catching an atom when its own barrier is about 0.56 eV in a gap of mean length, or about 0.53 eV in the wider gaps where dimers mostly form; below that, islands could merge and the irreversible law with immobile dimers would not apply. Attraction between atoms in neighbouring troughs is left out and has not been sized.

## Calculated quantities

```
Gap of 60 sites: mean hops before capture = 610.0
Gap of 60 sites: mean distinct sites visited = 30.00
Two-walker lattice, L = 24: c = 0.039174
Two-walker lattice, L = 48: c = 0.039146
Two-walker lattice, L = 96: c = 0.039138
Series value of c = 0.039134
Frozen-target value of c (1/24) = 0.041667
Mean meeting probability 12c = 0.4696
Power of L, first contacts only = 3.9997
Power of L, all repeated contacts = 5.0000
Contacts per pair that meets, L = 96: 40.88
Gap moments: <L^3>/<L>^3 = 1.648, <L^4>/<L>^4 = 2.486
Amplitude A from growth of gap number = 10.006
Product A*c = 0.3916
Mean-field exponent, D/F = 1e10 to 1e12: 0.1981
One gap, FL^3/D=0.8: arrivals to nucleation 36.85, pair rate gives 31.94
One gap, FL^3/D=8.0: arrivals to nucleation 6.45, pair rate gives 3.19
Monte Carlo, theta = deposited atoms per site, N per site:
 D/F=1e+04, theta=0.2: N=0.04170, 1/4 law 0.05290, 1/5 law 0.06738
 D/F=1e+04, theta=1.0: N=0.07435, 1/4 law 0.07911, 1/5 law 0.09297
 D/F=1e+05, theta=0.2: N=0.02560, 1/4 law 0.02975, 1/5 law 0.04251
 D/F=1e+05, theta=1.0: N=0.04100, 1/4 law 0.04448, 1/5 law 0.05866
 D/F=1e+06, theta=0.2: N=0.01487, 1/4 law 0.01673, 1/5 law 0.02682
 D/F=1e+06, theta=1.0: N=0.02375, 1/4 law 0.02502, 1/5 law 0.03701
Apparent exponent at theta = 0.2 (not asymptotic): 0.2238
Exponent at theta = 1: 0.2478
Overcount by 2Dn^2, theta 0.2 to 1: 6.3 at D/F=1e4, 22.6 at 1e6
Example inputs: barriers 0.5 eV along, 0.7 eV across
 bond 0.3 eV, attempt rate 1e+13 1/s, site 0.28 nm
 T = 240 K, F = 0.001 ML/s, coverage 0.1 ML
kT = 0.02068 eV; hop rate D = 316.6 1/s; D/F = 3.166e+05
(F/D)^(1/3) = 0.0147 ML; s = 6.82
Island density per site: 1/4 law 0.01875, 1/5 law 0.02939, Monte Carlo 0.01558
Mean spacing, 1/4 law = 14.9 nm
Mean spacing, 1/5 law = 9.5 nm
Mean spacing, Monte Carlo = 64.2 sites = 18.0 nm
N(D/F)^(1/3) at this s: example 1.062, D/F=1e4 at theta=0.316 1.073
Overcount by 2Dn^2 in the example run = 26.7
Barrier inferred with 1/5 in place of 1/4 = 0.625 eV
Adatom lifetime = 1.79 s; trough changes in it = 0.071
Time for a dimer to catch an atom = 15.6 s
Dimer break-ups in that time = 0.0049
Dimer immobile if its barrier exceeds about 0.56 eV
Steady-state adatoms: mean gap 0.115, nucleating gap 0.357
Length fraction covered by real islands, at most = 0.10
Density factor for 0.05 eV barrier error = 1.83
```
